# Mott Hopping in Three Dimensions from a Constant Density of States

An insulating film between two metal lines passes a small current even at low field. Suppose that the contacts supply carriers easily, so that the interior of the film limits the current, and that the carriers move by hopping between defect states in the gap. Cooling lowers the conductivity, but the usual plot of $\ln\sigma$ against $1/T$ bends: the apparent activation energy shrinks as the film gets colder. A single fixed activation energy cannot do this. A carrier can choose between a near state, which is easy to reach by tunnelling but usually badly matched in energy, and a distant state with a better match. The question is what temperature dependence this choice produces.

## Assumptions and statement

Energies $E$ are measured from the Fermi level, and $k$ is Boltzmann's constant.

- **A1.** Localized states lie at independent random positions in three dimensions. Their density $g$, per volume and per energy, is constant over the energy range that matters, which is found below.
- **A2.** State amplitudes decay as $e^{-r/a}$, so tunnelling probabilities decay as $e^{-2r/a}$.
- **A3.** A hop absorbs or emits a phonon. Apart from its exponential factors, the rate has a slowly varying prefactor $\nu$. Occupations are treated as uncorrelated, and Coulomb interactions are neglected.
- **A4.** The field is weak enough for Ohm's law, and the film is thick enough for its network of hops to average.

**Theorem.** Let $T$ be so far below $T_0$, defined below, that $(T_0/T)^{1/4}\gg4$.

(a) If a hop of length $r$ costs the energy $W$ for which one state is expected within reach, the best hop gives the estimate
$$\ln\sigma=\ln\sigma_0-\left(\frac{T_0}{T}\right)^{1/4},\qquad kT_0=\frac{C}{ga^3},\qquad C=\frac{512}{9\pi}.$$

(b) The random network of all hops gives the same power of $T$ to leading order, without the one-state rule. Its constant $C$ is another pure number.

Thus, in the estimate (a) with constant $\sigma_0$, $\ln\sigma$ is linear in $T^{-1/4}$ with a negative slope. It is not proportional to $T^{-1/4}$, because of $\ln\sigma_0$. If $\sigma_0$ itself varies as a power of $T$, the straight line is only approximate and its slope is shifted.

## The cost of one hop

**Lemma 1.** When $|E_i|$, $|E_j|$ and $|E_i-E_j|$ are all large compared with $kT$, the equilibrium hopping rate is $\Gamma_{ij}\simeq\nu e^{-u_{ij}}$, where
$$u_{ij}=\frac{2r_{ij}}{a}+\frac{E_{ij}}{kT},\qquad E_{ij}=\max\left(|E_i|,|E_j|,|E_i-E_j|\right).$$

*Proof.* A hop from $i$ to $j$ needs a filled state $i$, an empty state $j$ and a phonon. With the Fermi function $f$,
$$\Gamma_{ij}=\nu e^{-2r_{ij}/a}f(E_i)\,[1-f(E_j)]\,N(E_j-E_i).$$
Here $N(\Delta)=1/(e^{\Delta/kT}-1)$ for absorption, $\Delta>0$. For emission, $\Delta<0$, it is $N(\Delta)=1+1/(e^{|\Delta|/kT}-1)$.

Far from the Fermi level, $-kT\ln f(E_i)\simeq\max(E_i,0)$: a high state is rarely filled, while a low one is nearly always filled. Likewise $-kT\ln[1-f(E_j)]\simeq\max(-E_j,0)$ and $-kT\ln N\simeq\max(E_j-E_i,0)$. Adding the three costs and using $\max(x,0)=(x+|x|)/2$, we find
$$E_{ij}=\tfrac12\left(|E_i|+|E_j|+|E_j-E_i|\right),$$
because the terms without absolute values, $E_i-E_j+(E_j-E_i)$, cancel. If the two energies have the same sign, $|E_j-E_i|$ is the larger modulus minus the smaller, and the half-sum is the larger modulus. If the signs differ, $|E_j-E_i|=|E_i|+|E_j|$, and the half-sum is this difference. Both cases give the stated maximum. $\square$

A numerical test with all three energies above $8kT$ found a largest error of $4.8\times10^{-4}$ in the logarithm of the rate.

**Corollary.** Each pair acts as a resistor with conductance $e^2\Gamma_{ij}/kT$.

*Proof.* Give the sites slightly different electrochemical potentials $\mu_i$ and $\mu_j$. Since $f/(1-f)=e^{-(E-\mu)/kT}$ and $N(\Delta)/N(-\Delta)=e^{-\Delta/kT}$, the forward rate divided by the backward rate is
$$\exp\frac{-(E_i-\mu_i)+(E_j-\mu_j)-(E_j-E_i)}{kT}=\exp\frac{\mu_i-\mu_j}{kT}.$$
To first order the net rate is $\Gamma_{ij}(\mu_i-\mu_j)/kT$. A voltage $V$ corresponds to $|\mu_i-\mu_j|=eV$, and each hop carries charge of magnitude $e$, so the current is $e^2\Gamma_{ij}V/kT$. $\square$

## Distance against energy mismatch

**Lemma 2.** Start at the Fermi level and look for a state at an energy between $0$ and $W$ above it. The one-state rule gives a unique best hop:
$$r=\frac{3au}{8},\qquad W=\frac{kTu}{4},\qquad u=\left(\frac{512}{9\pi\,g\,kT\,a^3}\right)^{1/4}.$$

*Proof.* A sphere of radius $r$ has volume $4\pi r^3/3$. The expected number of states in it and in the energy window is one when
$$\frac{4\pi}{3}r^3gW=1,\qquad\text{so}\qquad W(r)=\frac{3}{4\pi gr^3}.$$
Searching a larger volume therefore buys a smaller mismatch. At $E_i=0$ the occupation is $f(E_i)=1/2$, which changes only the prefactor, so the exponent of Lemma 1 can still be used. It gives $E_{ij}=|E_j|$, whose largest value in the window is $W$. The exponent to be minimized is
$$u(r)=\frac{2r}{a}+\frac{B}{r^3},\qquad B=\frac{3}{4\pi g\,kT}.$$
Setting $u'(r)=2/a-3B/r^4$ to zero yields
$$r^4=\frac{3aB}{2}=\frac{9a}{8\pi g\,kT}.$$
Since $u''(r)=12B/r^5>0$ for every $r>0$, this is the only minimum. There $B=2r^4/(3a)$, hence
$$\frac{W}{kT}=\frac{B}{r^3}=\frac{2r}{3a},\qquad u=\frac{2r}{a}+\frac{2r}{3a}=\frac{8r}{3a}.$$
The last relation gives $r=3au/8$, and then $W=kT(2/3a)(3au/8)=kTu/4$. Finally,
$$u^4=\frac{4096}{81}\,\frac{r^4}{a^4}=\frac{4096}{81}\,\frac{9}{8\pi g\,kT\,a^3}=\frac{512}{9\pi g\,kT\,a^3}.\qquad\square$$

*Proof of (a).* The estimate takes $\sigma=\sigma_0e^{-u}$ at the best hop. Writing $u^4=T_0/T$ gives the stated $T_0$. $\square$

Tunnelling supplies three quarters of the exponent and the energy mismatch one quarter. The argument requires a hop long compared with $a$ and an energy large compared with $kT$. Since $r/a=3u/8$ and $W/kT=u/4$, this needs $u\gg4$, which is much stronger than $T\ll T_0$: at $T_0/T=100$, $W/kT$ is only 0.79, and at $T_0/T=10^4$ it is 2.5. In the example below $W/kT$ lies between 6 and 8.

The constant depends on how states are counted. If states below the Fermi level were also admitted as partners, $g$ would be replaced by $2g$ and $C$ would be halved. The power of $T$ would not change.

**Corollary (activation energy).** At constant $\sigma_0$, the apparent activation energy $E_A=-d\ln\sigma/d(1/kT)$ equals $W$ and varies as $T^{3/4}$.

*Proof.* Put $\beta=1/kT$ and $u=2r/a+\beta W(r)$. Along the optimum,
$$\frac{du}{d\beta}=\frac{\partial u}{\partial r}\frac{dr}{d\beta}+W=W,$$
because $\partial u/\partial r=0$ there. Since $u\propto T^{-1/4}$, $W=kTu/4\propto T^{3/4}$. $\square$

In this model the plot bends because a colder carrier searches farther and finds a smaller mismatch. A bend alone does not identify the mechanism, since several conduction processes acting in parallel can also produce one.

## From one hop to a network

A carrier that makes one easy hop may simply hop back. A steady current needs connected paths from contact to contact. Let $u_c$ be the smallest number for which the links with $u_{ij}\le u_c$ join the contacts. I take it as a known property of such random networks that this threshold tends to a definite finite value in a large sample.

**Lemma 3.** For constant $g$, $u_c=(C_c/g\,kT\,a^3)^{1/4}$, where $C_c$ is a pure number.

*Proof.* For a trial exponent $u$, define $\boldsymbol\rho=2\mathbf r/(au)$ and $\varepsilon=E/(kTu)$. The link condition $u_{ij}\le u$ becomes
$$\rho_{ij}+\max\left(|\varepsilon_i|,|\varepsilon_j|,|\varepsilon_i-\varepsilon_j|\right)\le1,$$
which contains no material parameter. The number of states in a small element is
$$g\,d^3r\,dE=g\left(\frac{au}{2}\right)^3kTu\,d^3\rho\,d\varepsilon=\eta\,d^3\rho\,d\varepsilon,\qquad \eta=\frac{g\,kT\,a^3u^4}{8}.$$
The scaled network is thus a uniform random set of points with one parameter, $\eta$. It first connects at a pure number $\eta_c$, so $u_c^4=8\eta_c/(g\,kT\,a^3)$ and $C_c=8\eta_c$. $\square$

The proof also settles the energy range in A1. A link needs $|\varepsilon_i|\le1$, so it is sufficient that $g$ be constant for $|E|\le kTu_c$. This range is about four times the hop energy $W$.

**Lemma 4.** For a block with threshold $u_c$, the conductance $G$, in units of the link prefactor, satisfies
$$-\ln M\le\ln G+u_c\le\ln K,$$
where $M$ is the number of links in one connecting path at threshold, and $K$ is the sum of $e^{-(u_{ij}-u_c)}$ over a set of links with $u_{ij}\ge u_c$ that separates the contacts.

*Proof.* Removing resistors cannot raise the conductance. Keep only the connecting path: its $M$ links in series each conduct at least $e^{-u_c}$, so $G\ge e^{-u_c}/M$.

Now collect all sites joined to the left contact by links with $u_{ij}<u_c$. This set does not contain the right contact, and every link leaving it has $u_{ij}\ge u_c$. Short-circuiting the sites inside the set, and separately those outside it, cannot lower the conductance. The links between the two groups are then in parallel, so $G\le\sum e^{-u_{ij}}=Ke^{-u_c}$. Taking logarithms proves both bounds. $\square$

*Proof of (b).* Let the block have edge $b$ in units of $au_c/2$. By Lemma 3 the expected number of sites available at threshold depends on $b$ alone, and it grows as $b^3$. This limits $M$.

For $K$, consider links with exponent up to $v\ge u_c$. The number of available sites grows as $v$, and the number of possible partners of each grows at most as $v\cdot v^3$, from energy and volume. The expected number of links is therefore at most $A(v/u_c)^5$, where $A$ depends on $b$ alone. Summation by parts gives, for the expected $K$,
$$K\le A\int_0^\infty e^{-t}\left(1+\frac{t}{u_c}\right)^5dt,$$
which tends to $A$ for large $u_c$.

The block must be large enough for its threshold to differ from the large-sample value by no more than about one. Near a percolation threshold the required $b$ grows as a power of $u_c$, which is a standard scaling property used here without proof. Then $\ln M$ and $\ln K$ are at most of order $\ln u_c$. Converting $G$ to $\sigma$ divides it by a length that is also a power of $u_c$ times $a$. States within about $kT$ of the Fermi level, and pairs of nearly equal energy, alter link exponents by terms of order one or logarithmic terms. To leading order for large $u_c$,
$$\ln\sigma=-u_c+O(\ln u_c)+\text{prefactor terms},$$
and Lemma 3 supplies the power $1/4$. $\square$

Random networks in a box of edge 80 nm, with the parameters of the example below, gave mean thresholds of 42.20, 31.97 and 24.87 at 50, 150 and 400 K. The fitted power of $1/T$ is 0.254. The constants are 17.1, 16.9 and 16.5, with a mean of 16.8, against 18.1 from the best hop. A single box of this size scatters by about 1.5 in $C$, so each mean of four samples is uncertain by about 0.8 and the power by about 0.01; no trend should be read into these values. Boxes of edge 160 and 250 nm at 300 K give $17.2\pm0.3$, and no extrapolation to infinite size was made. The agreement with 18.1 is no proof of the one-state rule, since the other counting convention gives half that value.

Solving Kirchhoff's equations for separate, smaller networks tested the role of the threshold. At 400 K the mean values were $u_c=25.02$ and $\ln G=-24.65$; at 100 K they were 34.63 and $-34.72$. The slope between them is $-1.048$, close to the leading-order value $-1$.

## A model interlayer dielectric

Take $g=0.01$ per eV per nm³, $a=0.5$ nm, a band of defect states of half-width 1.2 eV around the Fermi level, and relative permittivity $\kappa=3$. These are round model parameters, not a description of a particular film. In a one-band estimate, a state at depth $\delta$ from a band edge has $a=\hbar/\sqrt{2m\delta}$, so $a=0.5$ nm corresponds to a depth of only 0.15 eV for the free-electron mass and 0.38 eV for 0.4 of that mass. States 1 to 3 eV deep in a wide gap are more compact, with $a$ roughly 0.1 to 0.3 nm, and $a$ then varies with energy. At the same $g$ they would give a larger exponent and a much smaller conductivity than the values below. Within this estimate the chosen parameters are not self-consistent. A band edge only 0.15 or 0.38 eV from the Fermi level would lie inside the defect band and inside the range $kTu$ found below, and activation into the band, with exponent $\delta/kT=5.9$ or 14.7 at 300 K, would beat hopping with $u\approx27$. Hopping has the smaller exponent at 300 K only for $\delta$ above about 1.8 eV (free-electron mass, $u\approx69$) or 1.0 eV (0.4 of that mass, $u\approx40$). The example therefore illustrates the formulas on the assumption that no band edge is within reach, and it does not show that hopping dominates in a real dielectric at room temperature. With the chosen parameters,
$$kT_0=\frac{18.108}{0.01\times0.5^3}\ \text{eV}\approx1.45\times10^4\ \text{eV},\qquad T_0=1.68\times10^8\ \text{K}.$$
This $T_0$ is a parameter made from $g$ and $a$, not a temperature that the film could reach. With $T_0^{1/4}=113.87$ K$^{1/4}$, the exponent at 300 K is $u=113.87/300^{1/4}=27.36$. Hence
$$r=\frac{3\times0.5\times27.36}{8}=5.13\ \text{nm},\qquad W=\frac{0.02585\times27.36}{4}=0.177\ \text{eV}.$$

| $T$ (K) | $u$ | $r$ (nm) | $W$ (eV) | $kTu$ (eV) |
|---|---|---|---|---|
| 200 | 30.28 | 5.68 | 0.130 | 0.522 |
| 300 | 27.36 | 5.13 | 0.177 | 0.707 |
| 400 | 25.46 | 4.77 | 0.219 | 0.878 |

At constant $\sigma_0$, heating from 200 to 400 K raises the conductivity by $e^{30.28-25.46}\approx124$. A fixed activation energy of 0.219 eV, taken from the slope at 400 K, would predict a factor
$$\exp\left[0.2194\left(\frac1{0.01723}-\frac1{0.03447}\right)\right]\approx e^{6.37}\approx580.$$
Extrapolating that straight line down to 200 K would thus underestimate the conductivity by a factor of about 4.7 within this model.

## Remarks on validity

**Phonon energy.** Assumption A3 lets one phonon carry the whole energy of a hop. In silica the main lattice vibrations end near 0.15 eV, which is below the hop energy $W$ found here at 300 K. Larger energy differences need several phonons at once, and the prefactor $\nu$ may then depend strongly on the energy difference. The example assumes that this dependence is weak, which would have to be checked for a real film.

**Prefactor.** Suppose $\sigma_0\propto T^{-m}$, and let $s=T^{-1/4}$. Then $\ln\sigma=\text{const}+4m\ln s-T_0^{1/4}s$, with slope
$$\frac{d\ln\sigma}{ds}=-T_0^{1/4}\left(1-\frac{4m}{u}\right).$$
For $m=1$ at 300 K the correction is $4/27.36\approx15\%$ of the slope. Raising the slope to the fourth power would give only about 0.53 of the true $T_0$. A density of states inferred from such a fit carries this uncertainty as well as those of $C$ and of the decay length, which enters as $a^3$.

**Another density of states.** Let the density be $h|E|^p$ with $p\ge0$. The one-state rule is now
$$\frac{4\pi}{3}r^3\frac{hW^{p+1}}{p+1}=1,$$
so $W=B_pr^{-s}$ with $s=3/(p+1)$ and $B_p$ independent of $T$ and $r$. Minimizing $2r/a+W/kT$ gives $2/a=sW/(kTr)$, hence $r^{1+s}=asB_p/(2kT)$. At the minimum both parts of $u$ are proportional to $r$, so
$$u\propto T^{-1/(1+s)}=T^{-(p+1)/(p+4)}.$$
Constant density, $p=0$, gives $1/4$; a parabolic density, $p=2$, gives $1/2$, which numerical minimization confirmed. The power $1/4$ thus depends on the constant density as well as on the three dimensions.

**Coulomb interaction.** Repulsion between localized carriers depletes states near the Fermi level. For a rough width $\Delta$ of this gap, let $R$ be the spacing of states within $\Delta$, so that $g\Delta R^3=1$, and equate $\Delta$ to their interaction $Q/R$, where $Q=e^2/(4\pi\varepsilon_0\kappa)$. Substituting $R=Q/\Delta$ gives $\Delta=Q^{3/2}g^{1/2}$, here 0.033 eV. This is far below $kTu=0.707$ eV at 300 K, so the density is nearly constant over most of the range. Since $W\propto T^{3/4}$, the hop energy falls to $\Delta$ near
$$300\left(\frac{0.0333}{0.1768}\right)^{4/3}\text{K}\approx32\ \text{K},$$
and the law should not be trusted at a few tens of kelvin. Depletion matters well before that point: at 100 K, $W$ is only about 2.3 times $\Delta$, so the power $1/4$ is already doubtful there. Even at 300 K the interaction over one hop, $Q/r\approx0.09$ eV, is about half of $W$. The numbers in the table therefore belong to the model without interactions.

**Narrow band or high temperature.** The range $kTu=kT^{3/4}T_0^{1/4}$ reaches a band edge at energy $D$ when $T=(D/k)^{4/3}T_0^{-1/3}$, which is 607 K here. In the opposite limit, $kTu\gg D$, almost every state is usable. The total density $2gD$ then fixes a critical distance $r_c$, and $u_c$ tends to $2r_c/a$ with corrections of order $D/kT$: looking farther no longer pays. For a band half-width of 0.1 eV, the network thresholds between 400 and 1600 K gave an effective power of about 0.04, uncertain by about 0.01. This tests the threshold of the stated link costs; at such temperatures Lemma 1 is no longer accurate for the rates.

**Field and thickness.** Ohm's law requires at least $eFr\ll kT$. The condition for a network is stricter, because the hardest links on a conducting path take more than an average share of the voltage. At 300 K the scale $kT/(er)$ is 0.050 MV/cm, so a field of 1 MV/cm lies far outside the theorem.

In the strong-field, low-temperature limit, a carrier can hop downhill by emitting phonons. At distance $r'$ and angle $\theta$ from the downhill direction, the field opens an energy window $eFr'\cos\theta$. Counting one state in the downhill half-sphere gives
$$g\,eF\int_0^r r'^3dr'\int_{\cos\theta>0}\cos\theta\,d\Omega=\frac{\pi}{4}g\,eF\,r^4=1.$$
Hence $2r/a\propto F^{-1/4}$, and temperature drops out of this single-hop estimate. The limit requires the field energy $eFr$ to be large compared with $kT(2r/a)$, that is, $F\gg2kT/(ea)$. At 300 K the right-hand side is about 1.0 MV/cm here, so a field of 1 MV/cm is outside this limit as well.

Finally, the film must be thick compared with the block of Lemma 4, not just with one 5 nm hop. For these parameters at 300 K the scatter of the threshold falls to about one at a block edge near 45 nm, so films a few tens of nanometres thick do not meet this condition. In a thinner film the threshold varies from place to place, and the bulk conductivity derived here does not describe it. The numerical output lists the main computed values.

## Computed results

```
density of states g = 0.01 per eV per nm^3
decay length a = 0.5 nm
band half-width = 1.2 eV
relative permittivity = 3.0
optimization constant C = 18.108
Mott temperature T0 = 1.681e+08 K
T0^(1/4) = 113.87 K^(1/4)
T = 200 K: kT = 0.01723 eV, exponent u = 30.28
  hop length = 5.68 nm, hop energy = 0.1305 eV
  distance part 2r/a = 22.71, energy part = 7.57
  energy range kT*u = 0.522 eV
  field scale kT/(e r) = 0.0304 MV/cm
T = 300 K: kT = 0.02585 eV, exponent u = 27.36
  hop length = 5.13 nm, hop energy = 0.1768 eV
  distance part 2r/a = 20.52, energy part = 6.84
  energy range kT*u = 0.707 eV
  field scale kT/(e r) = 0.0504 MV/cm
T = 400 K: kT = 0.03447 eV, exponent u = 25.46
  hop length = 4.77 nm, hop energy = 0.2194 eV
  distance part 2r/a = 19.10, energy part = 6.37
  energy range kT*u = 0.878 eV
  field scale kT/(e r) = 0.0722 MV/cm
sigma(400 K)/sigma(200 K), constant sigma0 = 1.237e+02
activation energy at 300 K, differences = 0.1768 eV
Coulomb gap width, estimate = 0.0333 eV
range kT*u reaches band edge at T = 607 K
largest error of log hop rate = 4.8e-04
power for parabolic density of states = 0.5000
networks: 4 samples, box edge 80 nm
  T = 50 K: threshold u_c = 42.20, optimum u = 42.82, C = 17.1
  T = 150 K: threshold u_c = 31.97, optimum u = 32.54, C = 16.9
  T = 400 K: threshold u_c = 24.87, optimum u = 25.46, C = 16.5
network power of 1/T = 0.254
mean network constant C = 16.8
power, band half-width 0.1 eV, 400 to 1600 K = 0.038
Kirchhoff: 6 samples, box edge 45 nm
  T = 400 K: mean u_c = 25.02, mean ln G = -24.65
  T = 100 K: mean u_c = 34.63, mean ln G = -34.72
slope of ln G against u_c = -1.048
```
